\section*{Second Basis-Function Derivatives in the GGA Exchange-Correlation Gradient}

\section{Definitions and conventions}

The algebra is in atomic units. Numbers are in eV and angstrom. The molecule is closed-shell, with doubly occupied real orbitals expanded in real Gaussian functions $\phi_\mu$, each centered on a nucleus. The symmetric density matrix $P$ gives
\begin{equation}
\rho(\mathbf r)=\sum_{\mu\nu}P_{\mu\nu}\phi_\mu(\mathbf r)\phi_\nu(\mathbf r),
\qquad \sigma=|\nabla\rho|^2=\sum_j(\partial_j\rho)^2 ,
\label{eq:rho}
\end{equation}
where $\partial_j$ differentiates with respect to the electron coordinate $r_j$. The exchange-correlation (XC) energy of a generalized gradient approximation (GGA) is
\begin{equation}
E_{xc}=\int f(\rho,\sigma)\,d\mathbf r,\qquad
f_\rho=\frac{\partial f}{\partial\rho},\qquad
f_\sigma=\frac{\partial f}{\partial\sigma}.
\end{equation}
Here $f$ is an energy per volume. A library that returns the energy per electron must have that value multiplied by $\rho$.

Coordinate $i$ of nucleus $A$ is written $A_i$. The gradient is $dE/dA_i$, and the force is its negative. The \emph{explicit} derivative, written with a superscript $Ai$, is taken at fixed $P$. The change of $P$ is treated in Section~\ref{sec:response}. Integrals are exact until Section~\ref{sec:grid}, which treats quadrature.

\section{The explicit XC gradient}

A basis function depends on position only through $\mathbf r-\mathbf R_\mu$, where $\mathbf R_\mu$ is the position of its nucleus. Its exponents, contraction coefficients and orientation are fixed. Moving the nucleus by $+\delta$ therefore has the same effect as evaluating the function at $\mathbf r-\delta$:
\begin{equation}
\frac{\partial\phi_\mu}{\partial A_i}=-\theta_\mu^A\,\partial_i\phi_\mu,
\qquad
\theta_\mu^A=\begin{cases}1,&\mu\in A\\0,&\mu\notin A.\end{cases}
\label{eq:move}
\end{equation}
The product rule applied to $\rho$ gives two sums,
\begin{align}
\frac{\partial\rho}{\partial A_i}
&=-\sum_{\mu\nu}P_{\mu\nu}\left[\theta_\mu^A(\partial_i\phi_\mu)\phi_\nu
+\theta_\nu^A\phi_\mu(\partial_i\phi_\nu)\right]\nonumber\\
&=-2\sum_{\mu\in A}\sum_\nu P_{\mu\nu}\,\phi_\nu\,\partial_i\phi_\mu .
\label{eq:drho}
\end{align}
The second line exchanges the names $\mu$ and $\nu$ in the second sum and uses $P_{\mu\nu}=P_{\nu\mu}$. This is the origin of the factor 2. The index $\nu$ still runs over the whole molecule.

The functional also needs the change of $\nabla\rho$. Derivatives with respect to $r_j$ and $A_i$ are independent and commute, so $\partial_j$ can be applied to Eq.~\eqref{eq:drho}:
\begin{equation}
\frac{\partial(\partial_j\rho)}{\partial A_i}
=-2\sum_{\mu\in A}\sum_\nu P_{\mu\nu}
\left[\phi_\nu\,\partial_i\partial_j\phi_\mu
+\partial_i\phi_\mu\,\partial_j\phi_\nu\right].
\label{eq:dgrad}
\end{equation}
The second derivative appears here. One differentiation, $\partial_j$, belongs to the density gradient that the functional uses. The other, $\partial_i$, comes from moving the basis function.

From $\sigma=\sum_j(\partial_j\rho)^2$,
\begin{equation}
\frac{\partial\sigma}{\partial A_i}
=2\sum_j\partial_j\rho\,\frac{\partial(\partial_j\rho)}{\partial A_i},
\end{equation}
and the chain rule for $f$ gives
\begin{equation}
E_{xc}^{Ai}=\int\left[f_\rho\frac{\partial\rho}{\partial A_i}
+2f_\sigma\sum_j\partial_j\rho\,
\frac{\partial(\partial_j\rho)}{\partial A_i}\right]d\mathbf r .
\label{eq:chain}
\end{equation}
Inserting Eqs.~\eqref{eq:drho} and \eqref{eq:dgrad} yields the working formula
\begin{align}
E_{xc}^{Ai}=-2\sum_{\mu\in A}\sum_\nu P_{\mu\nu}\int\Big\{&
f_\rho\,\phi_\nu\,\partial_i\phi_\mu\nonumber\\
&+2f_\sigma\sum_j\partial_j\rho
\left[\phi_\nu\,\partial_i\partial_j\phi_\mu
+\partial_i\phi_\mu\,\partial_j\phi_\nu\right]\Big\}d\mathbf r .
\label{eq:main}
\end{align}

Three limits help in checking code. For a local density approximation $f_\sigma=0$, and first derivatives suffice. If the basis functions do not move with the nuclei, Eq.~\eqref{eq:move} is zero and so is the explicit XC gradient. For a free atom whose $P$ couples only functions of equal parity, $\rho$ is even about the nucleus. The sums over $P_{\mu\nu}\phi_\nu\partial_i\partial_j\phi_\mu$ and $P_{\mu\nu}\partial_i\phi_\mu\partial_j\phi_\nu$ are then even, while $\partial_j\rho$ and $\partial\rho/\partial A_i$ are odd. Each part of the integrand is odd and integrates to zero.

\section{Evaluation at a grid point}

At each point, first contract the density matrix with the function values and first derivatives:
\begin{equation}
T_\mu=\sum_\nu P_{\mu\nu}\phi_\nu,\qquad
T_{\mu j}=\sum_\nu P_{\mu\nu}\partial_j\phi_\nu .
\end{equation}
Then $\rho=\sum_\mu\phi_\mu T_\mu$ and $\partial_j\rho=2\sum_\mu T_\mu\partial_j\phi_\mu$. The integrand of Eq.~\eqref{eq:main}, including its prefactor, becomes
\begin{align}
g_{Ai}=-2\sum_{\mu\in A}\Big\{&
\partial_i\phi_\mu\Big[f_\rho T_\mu
+2f_\sigma\sum_j\partial_j\rho\,T_{\mu j}\Big]\nonumber\\
&+2f_\sigma T_\mu\sum_j\partial_j\rho\,\partial_i\partial_j\phi_\mu\Big\}.
\label{eq:point}
\end{align}
Since $\partial_i\partial_j=\partial_j\partial_i$, there are six distinct second derivatives. With the value and three first derivatives this makes ten arrays per basis function.

For a primitive $s$ Gaussian $\phi=Ne^{-\alpha r^2}$ about its own center, $\partial_i\phi=-2\alpha r_i\phi$. Differentiating again,
\begin{equation}
\partial_i\partial_j\phi=(4\alpha^2r_ir_j-2\alpha\delta_{ij})\phi .
\end{equation}
At the center the first derivative vanishes but the diagonal second derivatives do not.

If points of very low density are screened out, the same points must be dropped from the energy and from Eq.~\eqref{eq:point}. Otherwise the gradient belongs to a different sum from the energy.

\section{Integration by parts}

The derivative acting on $\partial\rho/\partial A_i$ in Eq.~\eqref{eq:chain} can be moved. Using $\nabla\cdot(u\mathbf a)=u\nabla\cdot\mathbf a+\mathbf a\cdot\nabla u$ with $u=\partial\rho/\partial A_i$ and $\mathbf a=2f_\sigma\nabla\rho$, and assuming that the flux of $u\mathbf a$ through a distant surface vanishes,
\begin{equation}
E_{xc}^{Ai}=\int v_{xc}\frac{\partial\rho}{\partial A_i}\,d\mathbf r,
\qquad v_{xc}=f_\rho-2\nabla\cdot(f_\sigma\nabla\rho).
\label{eq:strong}
\end{equation}
Expanding the divergence gives
\begin{equation}
v_{xc}=f_\rho-2f_\sigma\nabla^2\rho
-2\sum_i\partial_i\rho\left(f_{\rho\sigma}\partial_i\rho
+2f_{\sigma\sigma}\sum_j\partial_j\rho\,\partial_i\partial_j\rho\right),
\end{equation}
where
\begin{equation}
\partial_i\partial_j\rho=2\sum_{\mu\nu}P_{\mu\nu}
\left[\phi_\nu\,\partial_i\partial_j\phi_\mu
+\partial_i\phi_\mu\,\partial_j\phi_\nu\right].
\label{eq:hessrho}
\end{equation}
The second derivatives of basis functions have moved into the potential. This form also requires second derivatives of $f$. The numerical size of a ``second-derivative part'' is therefore a property of the chosen integrand, while the complete integral is not. On a finite grid the two forms differ by quadrature error, and Eq.~\eqref{eq:main} is the one that differentiates the discrete energy at fixed points and weights.

\section{Response of the density matrix}
\label{sec:response}

Varying $P$ at fixed nuclei changes $\rho$ by $\sum\delta P_{\mu\nu}\phi_\mu\phi_\nu$ and $\nabla\rho$ by $\sum\delta P_{\mu\nu}\nabla(\phi_\mu\phi_\nu)$. The XC part of the Kohn--Sham matrix is hence
\begin{equation}
V_{\mu\nu}=\int\left[f_\rho\phi_\mu\phi_\nu
+2f_\sigma\nabla\rho\cdot\nabla(\phi_\mu\phi_\nu)\right]d\mathbf r .
\label{eq:vmat}
\end{equation}
Replacing $\phi_\mu$ by $\partial_i\phi_\mu$ in this expression reproduces the braces of Eq.~\eqref{eq:main}. The explicit gradient is thus built from matrix elements between a differentiated and an undifferentiated function.

Let $F$ be the full Kohn--Sham matrix, so that $dE=\mathrm{tr}(F\,dP)$ at fixed nuclei. The occupied coefficients $C$ satisfy $P=2CC^T$, $FC=SC\varepsilon$ and $C^TSC=1$, with $S$ the overlap matrix and $\varepsilon$ the diagonal matrix of occupied orbital energies. Since $F$ is symmetric,
\begin{equation}
\mathrm{tr}(F\,dP)=4\,\mathrm{tr}(C^TF\,dC)
=4\,\mathrm{tr}(\varepsilon C^TS\,dC).
\end{equation}
Differentiating the orthonormality condition gives
\begin{equation}
dC^TSC+C^TS\,dC=-C^T\,dS\,C .
\end{equation}
Multiplied by $\varepsilon$, the two terms on the left have equal traces, because one product is the transpose of the other up to cyclic order. Thus $2\,\mathrm{tr}(\varepsilon C^TS\,dC)=-\mathrm{tr}(\varepsilon C^T\,dS\,C)$, and
\begin{equation}
\mathrm{tr}(F\,dP)=-\mathrm{tr}(W\,dS),\qquad
W=2C\varepsilon C^T=\tfrac12PFP .
\end{equation}
The last equality follows from $C^TFC=\varepsilon$.

Let $E_{\rm rest}$ contain the kinetic, electron--nucleus, Coulomb and nuclear-repulsion energies. The total gradient is
\begin{equation}
\frac{dE}{dA_i}=E_{\rm rest}^{Ai}+E_{xc}^{Ai}-\mathrm{tr}(WS^{Ai}).
\label{eq:total}
\end{equation}
Equation~\eqref{eq:move} applied to $S_{\mu\nu}=\int\phi_\mu\phi_\nu\,d\mathbf r$, with $W$ symmetric, turns the last term into
\begin{equation}
-\mathrm{tr}(WS^{Ai})=+2\sum_{\mu\in A}\sum_\nu W_{\mu\nu}
\int\phi_\nu\,\partial_i\phi_\mu\,d\mathbf r .
\end{equation}
No derivative of $P$ has to be computed. This requires converged orbitals, fixed double occupations, and a matrix $V$ that is the derivative of the same XC energy. With quadrature, $V$ must therefore use the same points and weights as $E_{xc}$.

\section{Quadrature grids}
\label{sec:grid}

In practice
\begin{equation}
E_{xc}=\sum_g w_g f(\mathbf r_g).
\end{equation}
If points and weights are fixed in space, its explicit derivative is $\sum_g w_g g_{Ai}(\mathbf r_g)$, even on a coarse grid. Usually each point is attached to an atom, and the weights depend on all nuclear positions through the partition of space. Moving $A$ then gives
\begin{align}
E_{xc}^{Ai}={}&\sum_g w_g\,g_{Ai}(\mathbf r_g)
+\sum_{g\in A}w_g\,\partial_i f(\mathbf r_g)\nonumber\\
&+\sum_g\frac{\partial w_g}{\partial A_i}f(\mathbf r_g).
\label{eq:grid}
\end{align}
The last two sums are the grid response. In Eq.~\eqref{eq:total} they are added to the fixed-grid XC term.

The spatial gradient $\partial_i f$ needs no new basis-function data. At fixed $P$, moving all nuclei together carries $f$ along rigidly, so at a fixed point
\begin{equation}
\sum_B g_{Bi}(\mathbf r)=-\partial_i f(\mathbf r).
\label{eq:translation}
\end{equation}
For exact integration the right side integrates to zero when $f$ vanishes at large distance, and the explicit XC gradients sum to zero over atoms. On a finite grid the first sum in Eq.~\eqref{eq:grid} gives $-\sum_g w_g\partial_i f$ after summation over atoms. The second gives the same quantity with a plus sign, since each point has one owner. The third gives zero if the weights depend only on relative positions. The completed gradient therefore sums to zero over atoms even on a coarse grid, provided the local grids translate without turning.

The atom sum of the fixed-grid formula is a cheap diagnostic of grid quality. For the fixed-grid gradient, a small sum is necessary for small grid error but does not prove it, because errors on different atoms can cancel. The sum says less about the completed gradient, whose own atom sum vanishes whatever its grid error.

\section{Worked example: a stretched water molecule}

The example is water with PBE in the 6-31G basis. Oxygen is at the origin, H$_a$ at $(0,0.80,0.60)$ and H$_b$ at $(0,-0.88,0.66)$ angstrom, so the O--H distances are 1.00 and 1.10 angstrom. The working grid has 29\,376 points. The gradients quoted below belong to this grid; a converged grid changes the totals by up to 0.0024 eV/angstrom and single terms by more, for example the explicit XC term of oxygen along $z$ from $-13.719$ to $-13.708$ eV/angstrom. The non-XC explicit terms, the overlap derivatives and the weight derivatives are obtained by central differences; the XC integrands are analytic.

For the $z$ coordinate of oxygen, the $f_\rho$ part, the second-derivative part and the first-derivative product part of Eq.~\eqref{eq:main} add to
\begin{equation}
-14.247-1.373+1.901=-13.719\ \text{eV/angstrom}.
\end{equation}
The total gradient for this coordinate is $-2.004$ eV/angstrom. If the second-derivative part is left out of the first sum of Eq.~\eqref{eq:grid} while the grid response stays correct, it would be $-2.004+1.373=-0.631$ eV/angstrom, an error of 68\% relative to the correct value. Summed over atoms, the second-derivative part alone has a component of magnitude 1.25 eV/angstrom on the finest grid, so omitting it from the fixed-grid sum alone also destroys translational invariance. If $\partial_i f$ is built from the same incomplete $g_{Bi}$ through Eq.~\eqref{eq:translation}, the omission cancels in the atom sum: the gradient is still wrong, but it sums to zero and this check does not reveal the error.

For H$_b$, the explicit XC term, the non-XC explicit term, the overlap term and the grid response give, in eV/angstrom,
\begin{align}
\frac{dE}{dy}&=-9.100-0.048+6.278-0.002=-2.872,\\
\frac{dE}{dz}&=6.314+0.974-5.378+0.002=1.912 .
\end{align}
The unit vector from O to H$_b$ is $(0,-0.8,0.6)$. The projected gradient is
\begin{equation}
(-0.8)(-2.872)+(0.6)(1.912)=3.445\ \text{eV/angstrom},
\end{equation}
or 0.0670 hartree/bohr. It is positive: lengthening the bond by moving H$_b$ raises the energy, and the component of the force on H$_b$ along the bond points toward oxygen. The gradient also has a smaller component across the bond, $(0.6)(-2.872)+(0.8)(1.912)=-0.19$ eV/angstrom along $(0,0.6,0.8)$. The second-derivative part contributes 0.074 eV/angstrom to the projection along the bond, about 2\% of the 3.445 eV/angstrom. The effect of the term thus differs greatly between coordinates of one molecule, and a check on a single bond coordinate could make it look minor. These shares refer to the fixed-grid sum. If the term is also missing from $\partial_i f$ in the grid response, the error is redistributed among the atoms according to the partition of space; with size-adjusted Becke weights it is about 1 eV/angstrom along the O--H$_b$ bond.

The numerical check compares Eq.~\eqref{eq:main} with differences of the XC energy at fixed $P$ and fixed grid. Over all nine coordinates the largest deviation is $3\times10^{-7}$ eV/angstrom; without the second derivatives it is 1.37 eV/angstrom. Reconverged energies on the moving grid reproduce the $y$ gradient of H$_b$ to $5\times10^{-7}$ eV/angstrom. These deviations measure consistency with the discrete energy, not the accuracy of PBE or of the basis.

Grid convergence at the same $P$ is shown below. The last two columns give the largest component in eV/angstrom. They are diagnostics, not errors against a converged grid: adding the grid response makes the gradient consistent with the discrete energy but does not remove the quadrature error of that energy.

\begin{center}
\begin{tabular}{rrr}
\hline
Points & Grid response & Atom sum, fixed grid\\
\hline
3\,672 & 0.185 & 0.235\\
29\,376 & 0.0087 & 0.0112\\
122\,400 & 0.0004 & 0.0003\\
\hline
\end{tabular}
\end{center}

The coarsest grid integrates the density to 10.0004 electrons, yet its grid response reaches 0.185 eV/angstrom. In this example a good electron count does not certify the gradient. On the finest grid, Eqs.~\eqref{eq:main} and \eqref{eq:strong} agree to $5\times10^{-4}$ eV/angstrom, a difference comparable to the remaining grid response.

The calculation does not correct for the incompleteness of the 6-31G basis or the error of the PBE functional, and it leaves out nuclear motion. The basis effect is large. With polarized bases (6-31G**, def2-TZVP, cc-pVTZ) the projected gradient of H$_b$ rises from 3.44 to about 4.2 eV/angstrom and the component across the bond changes from $-0.19$ to between $-0.33$ and $-0.43$ eV/angstrom. The second-derivative part remains 61--67\% of the oxygen $z$ gradient and 3--4\% of the projection along the O--H$_b$ bond. The gradient is that of the stated model energy and is not an estimate of a measured force.

\section*{Numbers as computed}
\begin{verbatim}
Water, PBE/6-31G, spherical Gaussians, planar in y-z
position O  (x, y, z): 0.00 0.00 0.00 angstrom
position Ha (x, y, z): 0.00 0.80 0.60 angstrom
position Hb (x, y, z): 0.00 -0.88 0.66 angstrom
O-Ha distance: 1.00 angstrom
O-Hb distance: 1.10 angstrom
basis functions: 13; working grid points: 29376
total energy: -2075.9979 eV
XC energy: -250.0957 eV
Gradients dE/dA, components (y, z), in eV/angstrom, working grid:
XC, f_rho part: O -1.24699 -14.24742; Ha 10.45588 7.43488; Hb -9.17806 6.36698
XC, second-derivative part: O -0.06604 -1.37270; Ha 0.10324 0.07538; Hb -0.06108 0.04141
XC, first-derivative product part: O 0.03333 1.90086; Ha -0.17594 -0.11604; Hb 0.13935 -0.09455
XC explicit, sum of parts: O -1.27970 -13.71926; Ha 10.38318 7.39422; Hb -9.09979 6.31383
non-XC explicit: O 2.32520 -0.22776; Ha -2.27756 -0.74608; Hb -0.04764 0.97384
overlap term -tr(W dS): O 1.35058 11.93421; Ha -7.62831 -6.55653; Hb 6.27773 -5.37767
grid response: O -0.00402 0.00866; Ha 0.00225 0.00025; Hb -0.00193 0.00230
total: O 2.39206 -2.00415; Ha 0.47956 0.09186; Hb -2.87162 1.91229
total gradient of Hb along O-Hb: 3.4447 eV/angstrom = 0.066988 hartree/bohr
XC second-derivative part of Hb along O-Hb: 0.0737 eV/angstrom
Hb y, reconverged energies, moving grid: -2.87162 eV/angstrom
nuclear step of differences: 1.058e-04 angstrom
Largest deviations in eV/angstrom:
XC formula - differences, fixed grid: 2.59e-07
same without second derivatives: 1.37e+00
XC with grid response - differences, coarse grid: 3.48e-07
total - reconverged energies, fixed grid: 3.37e-07
total - reconverged energies, moving grid: 4.74e-07
integrated by parts - formula, finest grid: 5.41e-04
Grids at fixed P; response and atom sum are largest components:
20 radial x 6 polar, 3672 points: electrons 10.000446; response 1.85e-01 eV/angstrom; atom sum of XC formula 2.35e-01 eV/angstrom
40 radial x 12 polar, 29376 points: electrons 9.999997; response 8.66e-03 eV/angstrom; atom sum of XC formula 1.12e-02 eV/angstrom
60 radial x 20 polar, 122400 points: electrons 10.000000; response 3.92e-04 eV/angstrom; atom sum of XC formula 2.65e-04 eV/angstrom
atom sum of second-derivative part, finest grid: 1.2533 eV/angstrom
\end{verbatim}
